# Uniqueness of floating-line voltages in a crossbar with one threshold switch

A crossbar memory has word lines at voltages $w_r$ and bit lines at voltages $b_c$. A cell joins each word line to each bit line. Ideal sources hold some lines, the driven ones, at given voltages. The others float: in the steady state their net current is zero. Wires have no resistance. The cell voltage is $v=w_r-b_c$, and its current $g(v)$ counts positive from word line to bit line; $g$ is continuous and may differ from cell to cell.

## (a) Turn the current balance into a stationarity condition

**Find a function of the floating voltages whose derivatives are the net line currents.**

The co-content of a cell is the integral of its current over voltage,
$$G(v)=\int_0^v g(v')\,dv',\qquad G'(v)=g(v).$$
Let $x$ be the list of floating voltages and
$$\Phi(x)=\sum_{r,c}G_{rc}(w_r-b_c).$$
For a floating word line, $\partial v/\partial w_r=+1$, so
$$\frac{\partial\Phi}{\partial w_r}=\sum_c g_{rc}(w_r-b_c),$$
the current leaving the line. For a floating bit line, $\partial v/\partial b_c=-1$, so
$$\frac{\partial\Phi}{\partial b_c}=-\sum_r g_{rc}(w_r-b_c).$$
The sum is the current arriving, so with its minus sign this too is the current leaving. Hence the floating states are the stationary points of $\Phi$. Co-content has the unit of power, but it is not the dissipated power $vg(v)$.

## (b) Monotone cells

**Let every $g$ increase strictly. Under what further conditions is there at most one state, and when does one exist?**

*Uniqueness.* Suppose every floating line is connected through cells, directly or by way of other lines, to a driven line. Let $x$ and $y$ be two floating states, $d=y-x$, and follow $\Phi$ along the straight path between them:
$$\varphi(t)=\Phi(x+td),\qquad \varphi'(t)=\sum_{\rm cells}g(v+t\,\Delta v)\,\Delta v .$$
Here $v$ is a cell voltage in state $x$ and $\Delta v$ its change from $x$ to $y$. Each term with $\Delta v\neq0$ increases strictly with $t$, whatever the sign of $\Delta v$. But $\varphi'(t)=\sum_k d_k\,\partial\Phi/\partial x_k$ vanishes at $t=0$ and $t=1$, because both ends are states. So every $\Delta v$ is zero. Then $d$ is the same at both ends of each cell, hence constant along any chain of cells. Since $d=0$ on a driven line, $d=0$ everywhere. The same argument shows that $\Phi$ is strictly convex.

The conditions matter. With no driven line, a common shift of all voltages changes no current. Strictness matters too: put two cells that carry no current for $|v|<0.5$ V in series across 0.6 V, and the line between them may sit anywhere from 0.1 to 0.5 V.

*Existence.* Strict increase alone is insufficient: a floating word line whose cells all obey $g\propto e^{v}$ always loses current. Add the condition $g(0)=0$. Then $G\ge0$, and with $c>0$ the smallest of all $g(1)$ and $|g(-1)|$, in any fixed units, $G(v)\ge c(|v|-1)$. If some floating voltage grows without limit, the finite chain of cells to a driven line must contain a cell whose voltage also grows without limit. So $\Phi\to\infty$ in every direction, and the continuous function $\Phi$ has a minimum, which is the state.

*Range.* Suppose the highest floating voltage exceeded all driven ones. Among the lines at that voltage, at least one has a cell to a lower line. It loses current there and gains none elsewhere, which contradicts balance. The lowest voltage is treated likewise. Floating voltages therefore lie within the driven range.

None of these proofs uses the row-and-column layout. Wire resistances, as extra increasing elements between extra nodes, are covered.

In a numerical test, a $4\times4$ array had unequal cells $I_s\sinh(v/V_s)$, with $I_s$ from 0.3 to 3 µA and $V_s$ from 0.35 to 0.6 V. Of 60 root searches from random starting voltages, 43 converged, all to the same voltages within $10^{-9}$ V.

## (c) The smallest failure

**In reduced units, a floating line at voltage $u$ is joined to a source at 3 by a cell $g(v)=v^3-3v^2+2.5v$, and to ground by a resistor $R=4$. Find all states.**

The current has the sign of $v$, because $v^2-3v+2.5$ has discriminant $9-10<0$. Yet $g'(v)=3v^2-6v+2.5$ reaches $-0.5$ at $v=1$. With $u=3-v$, balance reads
$$v^3-3v^2+2.5v=\frac{3-v}{4}.$$
Collecting terms,
$$v^3-3v^2+2.75v-0.75=(v-0.5)(v-1)(v-1.5)=0 .$$
The line may sit at $u=2.5$, $2$ or $1.5$. The co-content is
$$\Phi(u)=\int_0^{3-u}g\,dv+\frac{u^2}{8},\qquad \Phi''(u)=g'(3-u)+\frac14 .$$
At the three states $\Phi''=0.5,\,-0.25,\,0.5$: two wells with a maximum between them. Their values are $\Phi=0.984375,\;1,\;0.984375$.

For general $R$, $\Phi''=g'+1/R\ge-0.5+1/R$. For $R\le2$ this is nowhere negative and vanishes at most at one point, so the state is unique. Negative resistance permits several states but does not by itself produce them; the load and the drive decide together.

## (d) A threshold switch and the array around it

**A threshold switch has a single-valued voltage $f(i)$, but several currents may belong to one voltage. How can the rest of the array be described?**

The co-content of such a cell is not single-valued, so current must be its variable. Let the cell join word line $p$ to bit line $q$, at least one of them floating, and let $f$ be continuously differentiable with $i f(i)>0$ for $i\ne0$. The other cells satisfy all conditions of (b), still connect every floating line to a driven one, and from here on have $g'>0$.

Remove the switch and draw a prescribed current $i$ from $p$, returning it at $q$. The balance conditions are the stationarity conditions of
$$\Phi_{\rm rest}(x)+i\,(w_p-b_q),$$
since the added term contributes $+i$ to the current leaving $p$ and $-i$ to that leaving $q$. This function is strictly convex, so each $i$ allows at most one state of the rest. Call the resulting voltage $V_R(i)=w_p-b_q$.

*It decreases.* Take two currents differing by $\Delta i$. Subtract the balance conditions, multiply each by the change of its line voltage, and add:
$$\sum_{\rm rest}\Delta g\,\Delta v+\Delta i\,\Delta V_R=0 .$$
The line voltages must change, because a floating end of the switch has to balance a different current. By the connection argument of (b), some $\Delta v\ne0$, so the sum is positive and $\Delta i\,\Delta V_R<0$.

*Its slope.* Let $L$ be the matrix of second derivatives of $\Phi_{\rm rest}$, and let $a$ have $+1$ at $p$ and $-1$ at $q$, keeping floating lines only. Differentiating the balance gives $L\,dx+a\,di=0$. Since $dV_R=a^{T}dx$,
$$\frac{dV_R}{di}=-R_R,\qquad R_R=a^{T}L^{-1}a>0 .$$

*Its range.* At $i=0$ a state exists by (b). If $V_R(0)=0$, the only state of the whole array has $i=0$, because at any other current $f(i)$ and $V_R(i)$ have opposite signs. Otherwise name the directions so that $V_R(0)>0$. Now join $p$ and $q$ by a short circuit. This is again a monotone network, so it has one state; let $i_s$ be the current in the short. Then $V_R(i_s)=0$, and $i_s>0$ because $V_R$ decreases. For $i$ in between, the function to be minimised is a weighted average of its forms at $0$ and $i_s$. A strictly convex function with a minimum grows without limit in all directions, hence so does the average, and a state exists.

## (e) When does one switch destroy uniqueness?

**Count the states from the slopes $f'$ and $R_R$.**

A state needs equal voltages,
$$H(i)=f(i)-V_R(i)=0 .$$
For $i<0$, $f<0$ while $V_R>0$; for $i>i_s$, $f>0$ while $V_R<0$. So all states lie between $0$ and $i_s$, where
$$H(0)=-V_R(0)<0,\qquad H(i_s)=f(i_s)>0,\qquad H'=f'+R_R .$$
At least one state exists. If $f'>-R_R$ throughout the interval, $H$ increases and the state is unique. Suppose instead that at some state $i_*$
$$f'(i_*)<-R_R(i_*).$$
Then $H$ is positive just below $i_*$ and negative just above it. Given its signs at the ends, it must vanish once more on each side: there are at least three states.

Here the middle state has a negative resistance larger in size than that of its surroundings. In (c) it was smaller: $1/|g'|=2$ against $R=4$. The criteria are opposite because one law is single-valued in current and the other in voltage.

## (f) The potential that replaces co-content, and a cure

**Find a function of $i$ whose stationary points are the states, and a series resistor that guarantees uniqueness.**

Let $m(i)=\min_x[\Phi_{\rm rest}+i(w_p-b_q)]$. At the minimum, a small change of $x$ has no first-order effect, so $m'(i)=V_R(i)$. Define
$$\Psi(i)=\int_0^i f(i')\,di'-m(i),\qquad \Psi'=H,\qquad \Psi''=f'+R_R .$$
The term $-m$ is convex, since its second derivative is $R_R>0$. A second well can come from the switch alone.

A resistor $R_b$ in series with the switch changes $f'$ to $f'+R_b$. If $R_b\ge\max(-f')$, then $f'+R_b\ge0>-R_R$, and the state is unique for every drive and every monotone surrounding. This is sufficient; a given array may need less.

## (g) A worked tile

**Take a $4\times4$ tile with word line 1 at 1.5 V, bit line 1 grounded, and six lines floating. Fifteen cells are oxide memory cells, modelled by $g=I_s\sinh(v/V_s)$, with $I_s=1$ µA and $V_s=0.4$ V. The cell from word line 1 to bit line 2 is a chalcogenide ovonic threshold switch with a memory element in series. Find the states.**

For $i\ge0$ the switch cell is modelled by
$$f(i)=\frac{V_a\,{\rm arsinh}(i/I_0)+V_h u^2}{1+u^2}+R_s i,\qquad u=\frac{i}{I_1},$$
with $V_a=0.15$ V, $I_0=0.1$ nA, $V_h=0.6$ V, $I_1=0.2$ µA and $R_s=30$ kΩ; for $i<0$, $f(-i)=-f(i)$. It joins subthreshold conduction at low current to a holding voltage plus the drop across $R_s$ at high current. It is a phenomenological law, with a local peak of 1.039 V at 84 nA.

For given $i$ the rest has one state, so exchanging identical lines cannot alter it. Word lines 2–4 share a voltage $w$, and bit lines 3 and 4 share $z$. With $y$ for bit line 2, the balances of bit line 2, bit line 3 and word line 2 are, after division by $I_s$ where it is common,
$$i=3I_s\sinh\frac{y-w}{V_s},\qquad \sinh\frac{1.5\,{\rm V}-z}{V_s}=3\sinh\frac{z-w}{V_s},$$
$$\sinh\frac{w}{V_s}=\sinh\frac{y-w}{V_s}+2\sinh\frac{z-w}{V_s}.$$
They are closed by $f(i)=1.5\,{\rm V}-y$. A scan of $H$ at 300 currents from 0.1 nA to $i_s=8.11$ µA shows three sign changes:

| State | $i$ (µA) | $y$ (V) | $w$ (V) | $f'$ (kΩ) | $R_R$ (kΩ) |
|---|---|---|---|---|---|
| low | 0.0348 | 0.528 | 0.524 | 3582 | 177 |
| middle | 0.186 | 0.555 | 0.530 | −1231 | 176 |
| high | 1.854 | 0.833 | 0.599 | 18.9 | 153 |

*Check of the high state.* The first balance gives $3\sinh(0.2337/0.4)=3\times0.618=1.854$, the current in µA. For the switch, $u=1.854/0.2=9.27$ and $u^2=85.9$, so
$$f=\frac{0.15\times10.52+0.6\times85.9}{86.9}+0.03\times1.854=0.611+0.056=0.667\ {\rm V},$$
which equals $1.5-0.833$ V.

*Its surrounding resistance.* Each oxide cell has differential conductance $(I_s/V_s)\cosh(v/V_s)$. Three cells from bit line 2 to the word lines give 8.82 µS, or 113.4 kΩ. From the word lines, three cells to ground give 17.62 µS. The path to the drive has 18.79 and 12.37 µS in series, or 7.46 µS. Together these are 25.08 µS, or 39.9 kΩ. The sum, 153.3 kΩ, is $R_R$.

The middle state satisfies $-1231<-176$, the criterion of (e). Between the low and high states bit line 2 moves by 0.305 V with the drives unchanged. The current into the grounded bit line moves from 26.40 to 27.63 µA, or 4.7% of the lower value. A read that senses this current thus depends on which state the switch is in.

*Drive dependence.* Three states exist for drives between 1.239 and 1.618 V. Counts taken 10 mV outside each edge gave one state, and 10 mV inside gave three. At an edge the middle state merges with an outer one.

*The potential.* $\Psi$ rises by 7.4 nW from low to middle and by 178 nW from high to middle, so the high state is the deeper well. These are powers, not activation energies. They give no switching rate, and the steady equations do not tell which state is reached or whether line capacitance causes oscillation.

*The cure.* The largest value of $-f'$ is 1236 kΩ. With an added 1261 kΩ there was one state at each of the five drives tested, from 1 to 3 V. With 618 kΩ, three states remained at 1.682 V. The cure is costly: at 1.5 V the single state carries 27 nA, so the high-current state is gone. In this model a memory element of more than about 1.27 MΩ in total, instead of 30 kΩ, would itself make the cell monotone.

## (h) Real devices

**Which neglected effects matter for these numbers?**

The switch parameters are round values of roughly the right size for a thin chalcogenide selector, with a threshold near 1 V. The high-state current of 1.9 µA is low for such a selector, which in memory use typically carries tens of microamperes or more. A real device may be unable to hold its on state at this current; the high state would then be lost or give way to oscillation. Temperature is the largest effect sized here. Let $V_a$ scale with absolute temperature and $I_0$ be activated with 0.35 eV, both from 300 K, and keep all other parameters fixed. At 358 K the three-state window becomes 1.220 to 1.410 V. Its upper edge falls by 0.21 V, and at 1.5 V one state remains, the high-current one at 1.86 µA. Uniqueness has returned, but with the switch on. This estimate holds the oxide cells fixed, although they too usually conduct more when warm. If $I_s$ were activated with 0.1 eV, the window at 358 K would be 1.14 to 1.39 V and the single state at 1.5 V would carry 3.1 µA. The upper edge depends little on the oxide cells; the lower edge and the on current depend on them strongly. For an assumed 1 K/µW, self-heating in the high state is 1.2 K in the switch cell and 32 K in the directly driven oxide cell. That cell lies between two driven lines, so with resistance-free wires its current does not enter the floating voltages, but its heat would alter the sensed current and warm its neighbours. The switch is one of them, and warming it lowers the upper edge of the three-state window. With 10 Ω per cell pitch, word line 1 drops at most about 1.1 mV at the currents found. The peak field in a 15 nm switch film is 0.69 MV/cm. The driven cell, if 10 nm thick, sees 1.5 MV/cm, below the several MV/cm at which good oxides roughly break down, though a memory oxide may be disturbed at lower fields. Further values are in the numerical output.

## Computed values

```
array 4x4, drive 1.5 V, floating lines 6
oxide cell: Is 1.0 uA, Vs 0.4 V
switch: I0 0.10 nA, Va 0.15 V
switch: I1 0.2 uA, Vh 0.6 V
memory element in series 30 kOhm
switch cell peak voltage 1.039 V at 83.7 nA
monotone array: 43 of 60 searches converged
monotone array: largest disagreement 6.1e-10 V
reduced example, line voltages: [1.5 2.  2.5]
reduced example, co-content: [0.984375 1.       0.984375]
rest: open voltage 0.9779 V
rest: short-circuit current 8.113 uA
low: switch current 0.03484 uA, voltage 0.9718 V
low: bit line 2 0.5282 V, bit lines 3,4 0.8328 V
low: word lines 2-4 0.5236 V
low: current into bit line 1 26.397 uA
low: f' 3581.7 kOhm, R_rest 176.8 kOhm
middle: switch current 0.18604 uA, voltage 0.9451 V
middle: bit line 2 0.5549 V, bit lines 3,4 0.8366 V
middle: word lines 2-4 0.5301 V
middle: current into bit line 1 26.495 uA
middle: f' -1230.8 kOhm, R_rest 176.3 kOhm
high: switch current 1.85402 uA, voltage 0.6669 V
high: bit line 2 0.8331 V, bit lines 3,4 0.8780 V
high: word lines 2-4 0.5994 V
high: current into bit line 1 27.627 uA
high: f' 18.9 kOhm, R_rest 153.3 kOhm
potential rise low to middle 7.421 nW
potential rise high to middle 178.009 nW
three states for drives 1.2389 to 1.6180 V
largest negative resistance 1236.4 kOhm at 176.8 nA
curing resistor used 1261.1 kOhm
cured switch current at 1.5 V: 27.11 nA
half-size resistor 618.2 kOhm: 3 states at 1.6822 V
hot case 358 K, activation energy 0.35 eV
hot: three states for 1.2195 to 1.4099 V
hot: number of states at 1.5 V: 1
hot: switch current 1.8598 uA
wire 10 Ohm per pitch: drop at most 1.11 mV
thermal resistance taken 1.0 K/uW
heating of switch cell, high state 1.24 K
heating of directly driven cell 31.9 K
current of directly driven cell 21.25 uA
peak field in 15 nm switch 0.69 MV/cm
field in 10 nm driven oxide cell 1.50 MV/cm
```
